Fitting the Hellmann Potential to Computed Potassium 4s and 4p Levels

**Problem**

One electron moves outside a K⁺ core. Replace the core by the local Hellmann pseudopotential

V(r) = −C/r + A exp(−κr)/r,  C = e²/(4πε₀).

The first term is the attraction of a unit charge. The second, with A > 0, stands in for the requirement that the valence orbital be orthogonal to the core orbitals. Choose A and κ so that the 4s and 4p levels are reproduced. What does the potential then predict for 5s and 3d, and can its errors be removed by a better choice of A and κ?

The levels to be fitted are computed, not measured. They come from a non-relativistic Hartree–Fock calculation in which the K⁺ orbitals stay frozen when the electron is added:

4s: −3.999 eV
4p: −2.600 eV

Zero energy means the electron is infinitely far from K⁺. Core relaxation, core polarization, correlation and spin–orbit splitting are left out, so the comparison tests the Hellmann form against this mean-field model, not against the real atom.

These levels are virtual orbital energies of K⁺, for the following reason. In a determinant, each occupied orbital contributes its one-electron energy, and each pair contributes a direct term minus, for parallel spins, an exchange term. Adding orbital a to a frozen closed shell therefore changes the energy by

ε_a = ⟨a|h + J − K/2|a⟩.

Here h contains the kinetic energy and the nuclear attraction, and J and K are built from the density matrix of all core electrons. The factor 1/2 appears because half of them have the same spin as the added electron.

The real 4s orbital has inner nodes, which a pseudo-orbital need not have. So 4s, 4p and 3d are matched to the lowest s, p and d levels of V, and 5s to the second s level.

**First estimate by scaling**

Write B = ħ²/(2m) = 0.03810 eV nm², and C = 1.440 eV nm. The only length that can be formed from B and C is, up to a number, the Bohr radius

a₀ = 2B/C = 2 × 0.03810/1.440 = 0.0529 nm.

The corresponding energy is Ry = C/(2a₀) = 13.606 eV. The unknowns κa₀ and A/C are pure numbers, so they can depend only on the ratios of the two fitted levels to Ry. With no very large or small ratio present, a first guess is

κ ~ 1/a₀ ≈ 19 nm⁻¹,  A ~ C ≈ 1.4 eV nm.

For 5s, define an effective quantum number n* by E = −Ry/n*². For 4s,

n* = √(13.606/3.999) = 1.845.

In hydrogen, one more radial node raises n by one. Assuming the same step here,

E(5s) ≈ −13.606/(2.845)² = −1.68 eV.

For 3d, start from hydrogen, where E = −Ry/9 = −1.512 eV and u(r), the radial function times r, is proportional to r³ exp(−r/(3a₀)). With b = 2/(3a₀), the mean of the repulsive factor is

⟨exp(−κr)/r⟩ = ∫r⁵ exp[−(b+κ)r]dr / ∫r⁶ exp(−br)dr
= [5!/(b+κ)⁶] [b⁷/6!]
= (b/6) [b/(b+κ)]⁶
= [1/(9a₀)] (1 + 3κa₀/2)⁻⁶.

Multiplying by A and using C/a₀ = 2Ry gives the first-order shift

ΔE = (2Ry/9)(A/C)(1 + 3κa₀/2)⁻⁶.

For κa₀ = 1 and A/C = 1 this is 3.02/2.5⁶ ≈ 0.012 eV, so E(3d) ≈ −1.50 eV. The sixth power expresses how well the centrifugal barrier keeps a d electron away from the short-range term.

**Exact solution of the model**

*The radial equation.* For angular momentum l,

u″ = g u,  g(r) = l(l+1)/r² + [V(r) − E]/B.

Near the origin the regular solution is u = r^(l+1) Σ c_k r^k with c₀ = 1. Expand

r[V(r) − E]/B = [−C + A exp(−κr) − Er]/B = Σ w_j r^j.

The coefficients are

w₀ = (A − C)/B,
w₁ = −(Aκ + E)/B,
w_j = A(−κ)^j/(j! B) for j ≥ 2.

In u″ − l(l+1)u/r², the term c_k r^(k+l+1) acquires the factor

(k+l+1)(k+l) − l(l+1) = k(k+2l+1)

and the power r^(k+l−1). On the other side, w_j c_i has the power r^(i+j+l). Equal powers require i = k−1−j, hence

k(k+2l+1) c_k = Σ_{j=0}^{k−1} w_j c_{k−1−j}.

This series supplies u at the first two grid points.

*Outward integration.* For a grid step s, adding the Taylor expansions of u(r+s) and u(r−s) cancels the odd terms:

u₊ + u₋ − 2u = s²u″ + (s⁴/12)u⁗ + O(s⁶).

Put u″ = gu, and replace s²u⁗ by the second difference of gu, which changes only terms of order s⁶:

u₊ + u₋ − 2u = s²gu + (s²/12)(g₊u₊ + g₋u₋ − 2gu).

Move the last bracket to the left and define y = (1 − s²g/12)u. This gives Numerov's rule:

y₊ = 2y − y₋ + s²gu.

The step is 0.001 nm and the outer radius is r_max = 3.2 nm. A bound level is an energy for which u(r_max) = 0. As E rises, the nodes of u move inward, and a new one enters at r_max each time a level is passed. The number of nodes inside r_max therefore counts the levels below E, and bisection on this number finds any chosen level.

*The fit.* Since both energies are known, it is simpler to fix E and seek A. For a normalized eigenfunction, differentiating E = ⟨u|H|u⟩ gives

dE/dA = ⟨∂H/∂A⟩ + E d⟨u|u⟩/dA = ⟨exp(−κr)/r⟩ > 0,

because ⟨u|u⟩ = 1 is constant. Every level rises with A. At A = 0 the lowest s level is −13.606 eV, below the 4s target, and the second is −Ry/4 = −3.401 eV, already above it. As A grows from zero, only the lowest s level can cross the target, and it can do so once. This defines A_s(κ). The same holds for p, where the first two levels at A = 0 are −3.401 and −1.512 eV and the target is −2.600 eV; this defines A_p(κ).

The fit is the point where the two curves meet. Part of the scan reads, with A in eV nm:

κ = 11 nm⁻¹: A_s = 2.273, A_p = 1.822
κ = 14 nm⁻¹: A_s = 3.285, A_p = 3.118
κ = 17 nm⁻¹: A_s = 4.756, A_p = 5.202

The difference A_s − A_p falls from 0.167 at κ = 14 nm⁻¹ to −0.446 at 17 nm⁻¹. A straight line between these values crosses zero at

14 + 3 × 0.167/(0.167 + 0.446) ≈ 14.8 nm⁻¹.

Root finding refines this to

κ = 15.05 nm⁻¹,  A = 3.738 eV nm,

or κa₀ = 0.796 and A/C = 2.596. These values use the unrounded reference levels; the rounded −3.999 and −2.600 eV give κ = 15.04 nm⁻¹ and A = 3.734 eV nm, so the last digit of A is not firm. The full scan, from 8 to 26 nm⁻¹ in steps of 3 nm⁻¹, shows one change of sign. That does not exclude a further solution outside this interval.

*The predictions.* With A and κ now fixed,

5s: −1.728 eV, reference −1.658 eV, error −0.069 eV
3d: −1.458 eV, reference −1.580 eV, error +0.122 eV

Errors are Hellmann minus reference, taken before rounding. Relative to the size of the reference energy they are −4.2 % and +7.7 %. The reference levels come from a finite Gaussian basis. In a more complete basis 4s, 4p and 5s keep the digits shown, while 3d moves down by about 0.001 eV to −1.581 eV, which makes its error +0.123 eV (+7.8 %). The model binds 5s too strongly and 3d too weakly. A separate diagonalization in a Laguerre basis, which has no wall at r_max, confirms all four Hellmann levels, so these are errors of the model and not of the integration.

**Comparison of estimate and solution**

*The parameters.* Scaling gave κa₀ and A/C of order one; the fit gives 0.80 and 2.6. The guess was right in order of magnitude here. Scaling fixes only the units; that the pure numbers are of order one was an assumption, which the fit happens to confirm.

*The 5s level.* The constant-step estimate, −1.68 eV, is closer to the reference than the fitted potential is. The effective quantum numbers show where they differ:

reference: 1.845 for 4s, 2.864 for 5s, step 1.020
Hellmann: 1.845 for 4s, 2.806 for 5s, step 0.962

Fitting 4s fixes n* at one energy. It does not fix how n* changes towards the next level, and both parameters are already used up by 4s and 4p. The repulsion is still essential: without it the second s level would lie at −3.401 eV, an error of −1.743 eV.

Could a change of A alone, at the same κ, repair 5s? The computed slopes dE/dA are 0.125 nm⁻¹ for 5s and 0.407 nm⁻¹ for 4s. To first order, raising 5s by 0.069 eV needs

ΔA = 0.0694/0.1251 ≈ 0.555 eV nm,

which would raise 4s by 0.407 × 0.555 ≈ 0.23 eV. The gain at 5s would be paid for by a larger error at 4s. Changing κ as well, along the curve A_s(κ), keeps 4s exact, but it leaves the one crossing with A_p(κ) found in the scan, so 4p is then missed, whatever happens to 5s.

*The 3d level.* With the fitted parameters, the first-order formula gives

1 + 1.5 × 0.7964 ≈ 2.195,
ΔE = 3.02 × 2.596/2.195⁶ ≈ 0.070 eV,

so E ≈ −1.441 eV. The exact model value is −1.458 eV, a shift of 0.053 eV from hydrogen. The estimate lies higher, as it must: it is the mean energy of a trial function, the hydrogen 3d orbital, and such a mean cannot lie below the lowest d level. The earlier guess of 0.012 eV was smaller because it used a weaker repulsion of shorter range.

Neither estimate comes near the reference at −1.580 eV, which lies on the other side of the hydrogen level. This is a matter of sign, and it can be proved.

Let v be the normalized lowest d orbital in the Hellmann potential. Used as a trial function for hydrogen, it gives

−Ry/9 ≤ ⟨v|H_hydrogen|v⟩ = E_Hellmann(3d) − A⟨exp(−κr)/r⟩.

For A > 0 it follows that E_Hellmann(3d) > −Ry/9, whatever the value of κ.

For the reference the inequality is reversed. K⁺ has no occupied d orbitals, so 3d is the lowest d state of its Fock operator and need not be orthogonal to any core d orbital. The direct potential of the nucleus and of the 18 core electrons, with number density ρ, is

V_dir(r) = −19C/r + C∫ρ(r′)/max(r,r′) d³r′.

Since 1/max(r,r′) ≤ 1/r, the integral is at most 18/r, and hence V_dir ≤ −C/r. The inequality is strict wherever some core charge lies farther out than r. Exchange lowers the energy further. For each core orbital φ with the same spin as the added electron it contributes minus the integral C∬σ*(r)σ(r′)/|r − r′| d³r d³r′ with σ = φ*a. This integral is twice the electrostatic self-energy of the distribution σ and is not negative. Taking the hydrogen 3d orbital as a trial function for the Fock operator then gives E_reference(3d) < −Ry/9.

The computed levels separate the two effects:

hydrogen: −1.512 eV
direct core potential: −1.524 eV
direct potential and exchange: −1.580 eV

Penetration of the core lowers the level by 0.012 eV, and adding exchange lowers it by a further 0.056 eV (0.057 eV in the more complete basis).

So no choice of A > 0 and κ can bring 3d to its reference value. A = 0 fails too, since it gives the hydrogen level itself. The d channel needs an attractive correction. If κ is kept at 15.05 nm⁻¹ and the strength is fitted to 3d alone, the result is

A_d = −2.687 eV nm,  A_d/C = −1.87,

compared with +3.738 eV nm for s and p. The 3d level responds weakly to the strength, so the basis shift of 0.001 eV in the reference moves A_d to about −2.72 eV nm (A_d/C ≈ −1.89); only A_d ≈ −2.7 eV nm is firm. Within this form, one strength cannot serve s, p and d together. Letting A depend on l cures the 3d level. At the same κ it leaves the 5s error as it was, because the s strength is still fixed by 4s. With separate strengths, however, κ is no longer fixed by 4s and 4p; whether another κ would also reproduce 5s is not examined here. The numerical check checks these levels and inequalities numerically.

Numbers as computed

```
C = e^2/(4 pi eps0): 1.439965 eV nm
hbar^2/(2m): 0.0380998 eV nm^2
Rydberg energy Ry: 13.60569 eV
Bohr radius: 0.0529177 nm
Gaussians per component s, p, d: (24, 17, 10)
smallest exponent: 0.005 bohr^-2, ratio: 2.2
K+ Hartree-Fock total energy: -599.01653 hartree
largest basis error, hydrogen n=3: 1.8e-04 eV
orbital energy vs determinant gap: 2.5e-09 eV
reference level 4s: -3.9989 eV
reference level 4p: -2.6001 eV
reference level 5s: -1.6583 eV
reference level 3d: -1.5802 eV
radial step: 0.001 nm, outer radius: 3.2 nm
kappa 8 /nm: A_s 1.5830, A_p 1.0317 eV nm
kappa 11 /nm: A_s 2.2726, A_p 1.8223 eV nm
kappa 14 /nm: A_s 3.2846, A_p 3.1177 eV nm
kappa 17 /nm: A_s 4.7556, A_p 5.2016 eV nm
kappa 20 /nm: A_s 6.8753, A_p 8.5054 eV nm
kappa 23 /nm: A_s 9.9057, A_p 13.6808 eV nm
kappa 26 /nm: A_s 14.2090, A_p 21.7046 eV nm
number of crossings in the scan: 1
fitted kappa: 15.0490 /nm
fitted A: 3.73838 eV nm
kappa times Bohr radius: 0.7964 (no unit)
A/C: 2.5962 (no unit)
Hellmann level 4s: -3.9989 eV
Hellmann level 4p: -2.6001 eV
Hellmann level 5s: -1.7277 eV
Hellmann level 3d: -1.4584 eV
dE/dA for 4s: 0.4074 /nm
dE/dA for 4p: 0.1024 /nm
dE/dA for 5s: 0.1251 /nm
dE/dA for 3d: 0.0110 /nm
largest Numerov-Laguerre gap: 3.4e-10 eV
largest relative gap in dE/dA: 3.3e-06 (no unit)
error 5s, Hellmann minus reference: -0.0694 eV
relative error 5s: -4.18 %
error 3d, Hellmann minus reference: +0.1218 eV
relative error 3d: +7.71 %
size of 5s error over 3d error: 0.570 (no unit)
5s error of hydrogen 2s level: -1.7431 eV
n* of 4s, both: 1.8446 (no unit)
n* of 5s, reference: 2.8644 (no unit)
n* of 5s, Hellmann: 2.8063 (no unit)
5s from constant quantum defect: -1.6815 eV
exact hydrogen 3d level: -1.5117 eV
hydrogen 3d in Gaussian basis: -1.5117 eV
3d with direct core potential only: -1.5239 eV
d-channel strength A_d at fitted kappa: -2.6874 eV nm
A_d/C: -1.8663 (no unit)
```
